# Why tangential polarization must vanish on a sphere but not a torus

**Q.** I want a ferroelectric nanosphere whose polarization lies in the surface everywhere and has full strength everywhere. Every vortex pattern I draw has a weak spot. Is that my drawing, or is there an obstruction?

**A.** There is an obstruction. Let $\mathbf n$ be the outward unit normal and $\mathbf P$ the polarization. Bound charge sits on the surface, with density $\sigma=\mathbf n\cdot\mathbf P$, and inside, with density $-\nabla\cdot\mathbf P$. An unscreened particle lowers its electrostatic energy by keeping both small. We idealize the surface condition to $\mathbf n\cdot\mathbf P=0$ and take $\mathbf P$ to be continuous. On a sphere such a field must then vanish at one point at least.

The tool is the index of an isolated zero. Walk once around the zero on a small circuit, counterclockwise as seen from outside. The index is the net number of counterclockwise turns that $\mathbf P$ makes in the tangent plane. A vortex has index $+1$, and so has a radial source; a saddle has $-1$. For a tangential field with isolated zeros on a closed surface, the Poincaré–Hopf theorem states

$$\sum_k \mathrm{ind}_k=\chi ,$$

where $\chi$ is the Euler characteristic: vertices minus edges plus faces of any division of the surface into polygonal patches. A cube, which is a deformed sphere, gives $8-12+6=2$. A torus made by gluing opposite sides of one square gives $1-2+1=0$.

**Q.** Why should local turns know about the whole surface?

**A.** Because curvature also turns a tangential vector, and the two turnings must balance. Suppose first that $\mathbf P$ is smooth away from its zeros. There, define

$$\mathbf u=\mathbf P/|\mathbf P|,\qquad \mathbf v=\mathbf n\times\mathbf u,\qquad A_i=\mathbf v\cdot\partial_i\mathbf u .$$

Here $i=1,2$ labels surface coordinates, ordered so that $\partial_1\mathbf r\times\partial_2\mathbf r$ points along $\mathbf n$. The quantity $A_i$ is the rate at which $\mathbf u$ turns within the surface.

The vectors $\mathbf u,\mathbf v,\mathbf n$ are orthonormal. Differentiating $\mathbf u\cdot\mathbf u=1$, $\mathbf v\cdot\mathbf v=1$ and $\mathbf u\cdot\mathbf v=0$ gives

$$\partial_i\mathbf u=A_i\mathbf v+(\mathbf n\cdot\partial_i\mathbf u)\,\mathbf n,\qquad
\partial_i\mathbf v=-A_i\mathbf u+(\mathbf n\cdot\partial_i\mathbf v)\,\mathbf n .$$

In the curl of $A$ the mixed second derivatives cancel:

$$\partial_1A_2-\partial_2A_1=\partial_1\mathbf v\cdot\partial_2\mathbf u-\partial_2\mathbf v\cdot\partial_1\mathbf u .$$

Only the normal parts survive in these products, since $\mathbf u\cdot\mathbf v=0$. From $\mathbf n\cdot\mathbf u=0$ we have $\mathbf n\cdot\partial_i\mathbf u=-\mathbf u\cdot\partial_i\mathbf n$, and likewise for $\mathbf v$. The two minus signs in each product cancel, so

$$\partial_1A_2-\partial_2A_1=(\mathbf v\cdot\partial_1\mathbf n)(\mathbf u\cdot\partial_2\mathbf n)-(\mathbf v\cdot\partial_2\mathbf n)(\mathbf u\cdot\partial_1\mathbf n).$$

The vectors $\partial_i\mathbf n$ are tangential and $\mathbf u\times\mathbf v=\mathbf n$, so the right side is minus the normal component of a cross product:

$$\partial_1A_2-\partial_2A_1=-\mathbf n\cdot(\partial_1\mathbf n\times\partial_2\mathbf n)=-K\sqrt g .$$

Here $\sqrt g=|\partial_1\mathbf r\times\partial_2\mathbf r|$ is the area factor. The Gaussian curvature $K$ is the signed area swept by $\mathbf n$ on the unit sphere per unit area of surface.

**Q.** And the zeros enter where $\mathbf u$ is undefined?

**A.** Yes. Cut a small disc out around each zero. Near it choose smooth unit tangent vectors $\mathbf e_1$ and $\mathbf e_2=\mathbf n\times\mathbf e_1$, and write $\mathbf u=\cos\psi\,\mathbf e_1+\sin\psi\,\mathbf e_2$. Then $\mathbf v=-\sin\psi\,\mathbf e_1+\cos\psi\,\mathbf e_2$. Using $\mathbf e_1\cdot d\mathbf e_2=-\mathbf e_2\cdot d\mathbf e_1$,

$$\mathbf v\cdot d\mathbf u=d\psi+(\cos^2\psi+\sin^2\psi)\,\mathbf e_2\cdot d\mathbf e_1=d\psi+\mathbf e_2\cdot d\mathbf e_1 .$$

Around the circuit $d\psi$ integrates to $2\pi\,\mathrm{ind}$. The other term is smooth, so its integral vanishes as the circuit shrinks.

Now apply Stokes' theorem to the surface outside the discs. Its boundary runs clockwise around each zero, which supplies a minus sign:

$$-\sum_k\oint_{C_k}A=-\int K\,dA
\quad\Longrightarrow\quad
\sum_k\mathrm{ind}_k=\frac1{2\pi}\int K\,dA .$$

On a sphere of radius $R$, $K=1/R^2$ and the area is $4\pi R^2$, so the sum is 2. A field without zeros would have an empty sum, equal to 0. That is the contradiction.

**Q.** My polarization may be continuous without being smooth, and my particles are not perfect spheres.

**A.** Neither matters. If a continuous tangential $\mathbf P$ had a minimum length $m>0$, we could approximate it by a smooth vector field with error at most $m/2$ and remove that field's normal part. Projection does not increase the error, because $\mathbf P$ is already tangential. The result would be smooth, tangential and at least $m/2$ long, which has just been excluded.

For a smoothly deformed sphere, the deformation carries tangent vectors to tangent vectors by an invertible linear map, so it neither creates nor removes zeros. As a numerical case, an ellipsoid with semi-axes 8, 10 and 13 nm gives $\int K\,dA/2\pi=2.000000$.

**Q.** Must there be two weak spots, one at each pole?

**A.** No. The theorem fixes the sum, not the number. The usual vortex has two zeros of index $+1$. On the unit sphere, however, consider

$$\mathbf P\propto(1-z-x^2,\;-xy,\;x-xz).$$

It is tangential, since its product with $(x,y,z)$ is $x(1-x^2-y^2-z^2)=0$. It is the tangential part of $(1-z,0,x)$, whose normal part is $x$. Its squared length is therefore $(1-z)^2+x^2-x^2=(1-z)^2$, which vanishes at the north pole alone. Near that pole $1-z\approx(x^2+y^2)/2$. With $x=\epsilon\cos\alpha$ and $y=\epsilon\sin\alpha$, the field is approximately $-(\epsilon^2/2)(\cos2\alpha,\sin2\alpha)$. It turns twice per circuit: one zero of index $+2$.

In a wider test, 100 fields were made by projecting a random constant plus a random linear function of position onto the sphere. They had between 2 and 6 zeros each, and the indices summed to 2 in every case.

**Q.** What changes if I make a ring?

**A.** Let the torus have major radius $R_0$ and minor radius $r_0<R_0$. Let $\phi$ run around the ring and $\theta$ around its cross-section, with $\theta=0$ on the outer rim. The normal is

$$\mathbf n=(\cos\theta\cos\phi,\;\cos\theta\sin\phi,\;\sin\theta).$$

Hence $\partial_\phi\mathbf n=\cos\theta\,\mathbf e_\phi$ and $\partial_\theta\mathbf n=\mathbf e_\theta$, with $\mathbf e_\phi\times\mathbf e_\theta=\mathbf n$. Therefore $K\,dA=\cos\theta\,d\theta\,d\phi$. Divided by $2\pi$, the outer half contributes $+2$ and the inner half $-2$. The total is 0, and the contradiction is gone.

A zero sum does not by itself prove that a field without zeros exists. An example does:

$$\mathbf P=P_s\,\mathbf e_\phi .$$

It is tangential and has length $P_s$ everywhere on the ring. Its divergence, $\rho^{-1}\partial_\phi P_s$, is zero, with $\rho$ the distance from the axis. It therefore has neither surface nor volume bound charge. On a ball the same pattern fails because the axis, where $\mathbf e_\phi$ has no direction, pierces the surface. In the ring the axis passes through the hole.

Zeros on a torus remain possible. The tangential part of a constant vector, in general direction, has two zeros of index $+1$ and two of index $-1$.

**Q.** How large is the weak spot in a realistic particle?

**A.** Take a sphere of radius $R=10$ nm with $P_s=50\ \mu\mathrm{C/cm^2}$ and a vortex $\mathbf P=P_s\tanh(\rho/\xi)\,\mathbf e_\phi$, $\xi=1$ nm. The profile is borrowed from a planar Landau wall in which $\mathbf P$ stays along one line. It serves as a trial shape; it is not a solved vortex core.

The strength is below half where $\rho<\xi\,\mathrm{artanh}(1/2)$, a spot 1.10 nm across. With $\sin\alpha=\rho/R$, the two polar caps cover a fraction $1-\cos\alpha$ of the surface, here 0.15 %. The theorem demands a point, while the material sets the size of the core.

With a lattice cell of 0.4 nm, the spot spans only 2.75 cells. The zero of the continuous field can lie between cells, so no individual cell need have zero dipole. The size also depends on the profile: solving the isotropic Landau equation for a straight vortex with the same wall width, and with $\mathbf P$ held perpendicular to the axis, gives a spot 1.35 nm across instead of 1.10 nm. Inside the particle the theorem forces no zero: an axial polarization that returns through the outer region can fill the core there without bound charge. The zeros on the surface remain.

**Q.** Could the core avoid weakening by pointing out of the surface?

**A.** Yes, if you give up strict tangency. The tangential part of any continuous $\mathbf P$ on the sphere still vanishes somewhere, and there $\mathbf P$ is either zero or purely normal. Thus if $|\mathbf n\cdot\mathbf P|\le\delta$ everywhere, then $|\mathbf P|\le\delta$ somewhere.

The price is charge. Adding $P_z=P_s\,\mathrm{sech}(\rho/\xi)$ keeps $|\mathbf P|=P_s$, because $\tanh^2+\mathrm{sech}^2=1$. For $R\gg\xi$ the charge at one pole is

$$Q=2\pi P_s\xi^2\int_0^\infty x\,\mathrm{sech}\,x\,dx
=4\pi P_s\xi^2\sum_{k=0}^\infty\frac{(-1)^k}{(2k+1)^2}.$$

This follows from $\mathrm{sech}\,x=2\sum_k(-1)^ke^{-(2k+1)x}$ and $\int_0^\infty xe^{-mx}dx=1/m^2$. It amounts to 35.9 elementary charges, with opposite sign at the other pole.

On a flat interface between vacuum and background permittivity $\varepsilon_b=10$, surface charge produces equal and opposite normal fields on its two sides. Gauss's law then gives $\varepsilon_0(\varepsilon_b+1)E=\sigma$. At the pole

$$E=\frac{0.5\ \mathrm{C/m^2}}{11\,\varepsilon_0}=51.3\ \mathrm{MV/cm}.$$

Solving for the whole sphere with both charged caps gives 50.5 MV/cm. These are formal values for an unscreened core. The same charges put about 17 V between the poles, several times the band gap of such oxides (about 3 to 3.5 eV), and the field is far above their breakdown fields. In a real particle free carriers would appear and screen the caps before such a field was reached.

**Q.** Is that large for the ferroelectric?

**A.** Compare it with the Landau relation $E=-aP+bP^3$, where $P_s^2=a/b$. The slope at $P_s$ is $-a+3bP_s^2=2a=1/(\varepsilon_0\chi_f)$, where $\chi_f$ is the ferroelectric's susceptibility at $P_s$ (not the Euler characteristic); take $\chi_f=100$. This well does not resist rotation of $\mathbf P$. If the direction is held fixed, the largest opposing field it can withstand occurs at $P=P_s/\sqrt3$:

$$E_c=\frac{P_s}{\sqrt3}\left(a-\frac a3\right)=\frac{2aP_s}{3\sqrt3}=\frac{P_s}{3\sqrt3\,\varepsilon_0\chi_f}=1.09\ \mathrm{MV/cm}.$$

By this local estimate, which omits gradient coupling, the field of a core with full normal $P_s$ falls to $E_c$ only when about 98 % of its bound charge is screened. Even then the local well would hold a normal polarization of only about $0.8P_s$, and keeping $0.99P_s$ takes about 99.9 %. Gradient coupling is not small beside $E_c$. Coupling to the interior can help to support the surface polarization, while the lateral gradient works against it: with $G=a\xi^2/2$ (derived below), $G\nabla^2P_z=-aP_s$ at the centre of the sech core, which is $2.6E_c$ in size. These figures are therefore estimates, not strict bounds. Partial escape needs a separate energy calculation.

Conversely, suppose the forces pushing $\mathbf P$ out of an unscreened surface are no stronger than $E_c$. The normal component is then at most roughly $E_c/E\approx2\,\%$ of $P_s$, or $1\ \mu\mathrm{C/cm^2}$. If that holds everywhere, $|\mathbf P|$ must fall to about this value or less somewhere. The supposition is not guaranteed: the gradient force scale $GP_s/\xi^2$ is $1.3E_c$, and adding it to $E_c$ would raise the estimate to about 5 %.

**Q.** Does the ring really keep its full polarization?

**A.** Nearly, for $R_0=10$ nm and $r_0=4$ nm, provided the material is isotropic, so that turning $\mathbf P$ costs only gradient energy. Write $P_\phi=fP_s$ and add a gradient energy density $\tfrac12G|\nabla\mathbf P|^2$. Since $\mathbf e_\phi$ turns at rate $1/\rho$, neglecting radial derivatives gives

$$-af+af^3+\frac{G}{\rho^2}f=0\quad\Longrightarrow\quad f^2=1-\frac{G}{a\rho^2}.$$

The planar wall obeys $Gf''=-af+af^3$. For $f=\tanh(x/\xi)$, $f''=-(2/\xi^2)(f-f^3)$, so $G=a\xi^2/2$. At the inner rim, $\rho=6$ nm, $f^2=1-1/72$, so $|\mathbf P|$ is 0.70 % below $P_s$. Solving the radial equation for a flat annulus with free edges gives 0.60 %. For a hole of radius $\xi$ the local estimate is poor: it gives a drop of 29 % at the inner rim, while the radial equation for a flat annulus with radii $\xi$ and $2\xi$ gives about 15 %. In a narrow ring of radius below about $\xi/\sqrt2$, bending would remove this pattern altogether, although topology permits it. With $\xi=1$ nm that is less than two lattice cells, where a continuum model is itself doubtful.

**Q.** How do these numbers compare with real particles?

**A.** They lie roughly in the regime of lead-titanate-type perovskites: polarization of tens of $\mu\mathrm{C/cm^2}$, permittivity of order 100 and cells near 0.4 nm. At 300 K the Landau well depth, $aP_s^2/4=0.220\ \mathrm{eV/nm^3}$, gives 8.5 times $k_BT$ in a volume $\xi^3$, so fluctuations in the core are not negligible. Measured coercive fields can be well below $E_c$, which assumes that $\mathbf P$ reverses uniformly and without rotating. Nucleation of reversed domains or rotation of $\mathbf P$ can start switching at a lower field.

Two assumptions are especially exposed in practice. The first is isotropy: the Landau well used here depends only on $|\mathbf P|$. A tetragonal crystal such as lead titanate favours polarization along its crystal axes. If $\mathbf P$ is made to turn smoothly around a ring, it can lose far more strength between those axes than the 0.7 % found from bending, so straight domains separated by walls are likely instead. The index theorem does not depend on this, but the core and ring estimates do.

The second is strict tangency. Adsorbed charge or electrodes can screen a normal core. If the screening is nearly complete, the smallest $|\mathbf P|$ on the sphere can rise from zero towards $P_s$. Perfectly sharp corners add zeros instead. At a cube corner, a continuous $\mathbf P$ tangential to all three faces is perpendicular to three independent normals, so it must vanish there. A rounded corner forces no zero of its own; only the index sum of 2 for the whole surface remains. The input values and main results are collected in the numerical output.

## Table of computed values

```
TOPOLOGY
random fields tested on sphere: 100
zeros per field, fewest and most: 2, 6
index sums found on sphere: [2]
index of the single-zero field: 2
vortex indices at north, south pole: [1, 1]
constant vector on torus, indices: [-1, -1, 1, 1]
curvature/(2 pi), sphere: 2.000000
curvature/(2 pi), ellipsoid 8,10,13 nm: 2.000000
curvature/(2 pi), torus outer half: 2.000000
curvature/(2 pi), torus inner half: -2.000000
torus patch: circulation -0.62328, curvature 0.62328
sphere patch: circulation -0.53368, curvature 0.53368
vortex circulation at colatitude 60 deg: 3.14159 rad
EXAMPLE INPUTS
sphere radius: 10.0 nm
ring major, minor radius: 10.0, 4.0 nm
polarization Ps: 50.0 uC/cm2
core length xi: 1.0 nm
susceptibility, background permittivity: 100, 10
lattice cell, temperature: 0.4 nm, 300 K
SPHERE: WEAK SPOTS
diameter with |P| < Ps/2: 1.099 nm
cells across that spot: 2.75
surface share of both spots: 0.151 %
NEGLECTED EFFECTS
escaped core, charge per pole: 35.9 e
depolarizing field at pole, flat: 51.3 MV/cm
same, whole sphere: 50.5 MV/cm
Landau coercive field: 1.09 MV/cm
screening needed for escape: 97.9 %
rough residual normal part: 2.1 % of Ps
rough residual normal part: 1.07 uC/cm2
Landau well depth: 0.220 eV/nm3
thermal energy kT: 0.0259 eV
well depth in xi^3 over kT: 8.5
ring, drop of |P| at inner rim, local: 0.70 %
same, boundary-value solution: 0.60 %
```
